# Tracer correlation factor for oxygen diffusion by isolated vacancies in cubic hafnia

**The question**

Oxygen ions in cubic hafnia (fluorite structure, lattice parameter $a$) occupy a simple cubic lattice of spacing $d=a/2$. An oxygen vacancy exchanges places with each of its six oxygen neighbours at the same rate $\Gamma$. The fraction $c$ of vacant sites is so small that a tracer ion meets one vacancy at a time, and vacancies do not interact. Except in part (d), the tracer has the same exchange rate as any other oxygen ion.

The correlation factor $f$ is the mean square displacement of the tracer divided by $d^2$ times its mean number of jumps.

(a) Express $f$ through the probabilities $P_+$ and $P_-$ that, after a tracer jump, the same vacancy next moves the tracer forward or backward. Relate the tracer diffusivity $D^*$ to the vacancy diffusivity $D_v$.

(b) Express $P_+$ and $P_-$ through the visit numbers of a free random walk.

(c) Evaluate $f$. Find also its value when hops normal to one plane are forbidden.

(d) Find $f$ for a tracer whose exchange rate is $w\Gamma$, and apply the result to oxygen-18 in an oxygen-16 host.

(e) Estimate the in-plane tracer spread in a 5 nm film after 10 s at 673 K, and judge the assumptions.

**Answer to (a)**

The six hops are equivalent in fluorite. Each edge of the oxygen lattice borders four oxygen cubes, of which two, diagonally opposite, contain hafnium, and crystal symmetry maps any edge onto any other.

Call the sequence of tracer jumps caused by one vacancy an encounter, with unit jump vectors $\mathbf e_1,\mathbf e_2,\dots,\mathbf e_n$, where $n$ is random. If the tracer has just jumped along $+x$, the vacancy occupies the site it left, at $-x$ from the tracer. The last jump therefore fixes the relative position of the vacancy, and with it the statistics of all that follows.

The next jump is forward with probability $P_+$, backward with probability $P_-$, and along each of the four sideways directions with a common probability $P_s$. These add up to less than one, because the vacancy may never return. Let a jump that does not happen count as the zero vector. The four sideways vectors cancel, so

$$\langle \mathbf e_{i+1}\rangle_{\mathbf e_i}=(P_+-P_-)\,\mathbf e_i\equiv t\,\mathbf e_i ,\qquad \langle \mathbf e_{i+j}\rangle_{\mathbf e_i}=t^{\,j}\,\mathbf e_i .$$

The second relation is the first applied $j$ times. The squared displacement in units of $d^2$ is $\sum_i \mathbf e_i^2+2\sum_i\sum_{j\ge1}\mathbf e_i\cdot\mathbf e_{i+j}$. Since jump $i$ occurs with some probability, and these probabilities sum to $\langle n\rangle$,

$$\frac{\langle R_{\rm enc}^2\rangle}{d^2}=\langle n\rangle\Big(1+2\sum_{j=1}^{\infty}t^{\,j}\Big)=\langle n\rangle\Big(1+\frac{2t}{1-t}\Big)=\langle n\rangle\,\frac{1+t}{1-t}.$$

A new vacancy arrives from all six directions with equal probability, so separate encounters add no cross terms at leading order in $c$. Hence

$$f=\frac{1+t}{1-t},\qquad t=P_+-P_- .$$

The vacancy makes $6\Gamma$ uncorrelated hops per unit time, so $D_v=6\Gamma d^2/6=\Gamma d^2$. Each of the tracer's six neighbours is vacant with probability $c$, which gives the tracer a jump rate $6\Gamma c$. Therefore

$$D^*=\tfrac16\,(6\Gamma c)\,f d^2=f\,c\,D_v .$$

**Answer to (b)**

Let $p_m(\mathbf r)$ be the probability that a free walk, started at the origin and stepping to each neighbour with probability $1/6$, is at $\mathbf r$ after $m$ steps. Its expected number of visits to $\mathbf r$ is $G(\mathbf r)=\sum_{m\ge0}p_m(\mathbf r)$, with the start counted as a visit.

If $R$ is the probability of ever returning to the origin, then

$$G(0)=1+R+R^2+\dots=\frac1{1-R}.$$

After its first step the walk is on a neighbour, so by symmetry $R$ is also the probability of reaching the origin from any neighbour.

Now put the tracer at the origin and start the vacancy at $\mathbf s=(-1,0,0)$. We need the visits $H(\mathbf k)$ to a neighbour $\mathbf k$ made before the vacancy enters the tracer's site. A free walk makes $G(\mathbf k-\mathbf s)$ visits in all. Those made after first touching the origin number $R\,G(\mathbf k)$: the origin is reached with probability $R$, and the walk then starts afresh from there. Thus

$$H(\mathbf k)=G(\mathbf k-\mathbf s)-R\,G(1,0,0).$$

From $\mathbf k$ the next step enters the tracer's site with probability $1/6$, and the tracer then moves towards $\mathbf k$. The three kinds of neighbour give

$$P_-=\tfrac16[G(0)-R\,G(1,0,0)],\quad P_+=\tfrac16[G(2,0,0)-R\,G(1,0,0)],\quad P_s=\tfrac16[G(1,1,0)-R\,G(1,0,0)].$$

The absorption term is common to all channels and drops out of the difference:

$$t=-s,\qquad s=\frac{G(0)-G(2,0,0)}6=\frac16\sum_{m\ge0}\,[\,p_m(0)-p_m(2,0,0)\,].$$

The problem with a tracer in the way is thereby reduced to return probabilities of a free walk.

**Answer to (c)**

*First terms by hand.* Odd $m$ contribute nothing, because both sites are reached in even numbers of steps. For $m=0$ the bracket is 1. For $m=2$ there are 6 closed paths and 1 path to $(2,0,0)$ among 36, giving $5/36$. For $m=4$ there are 90 and 28 among 1296, giving $62/1296$. The sum so far is

$$s\approx\tfrac16\,(1+0.1389+0.0478)=0.198 .$$

The immediate reversal alone supplies $1/6$.

*Full sum.* One step multiplies a plane wave by $\lambda=(\cos k_x+\cos k_y+\cos k_z)/3$, so $p_m(\mathbf r)=\langle\lambda^m\cos\mathbf k\cdot\mathbf r\rangle$, where the brackets average over all three angles. This shows that the terms with even $m$ are non-negative, since $p_m(0)-p_m(2,0,0)=\langle 2\lambda^m\sin^2k_x\rangle$; the hand sum is a lower bound on $s$. Summing the geometric series,

$$s=\frac16\left\langle\frac{1-\cos2k_x}{1-\lambda}\right\rangle=\left\langle\frac{\sin^2k_x}{b-\cos k_x}\right\rangle,\qquad b=3-\cos k_y-\cos k_z .$$

Here $1-\cos2k_x=2\sin^2k_x$ and $1-\lambda=(b-\cos k_x)/3$; the factors $\frac16\cdot2\cdot3$ give 1.

The average over $k_x$ can be done in closed form. Since $\sin^2k_x=(b-\cos k_x)(b+\cos k_x)-(b^2-1)$,

$$\frac{\sin^2k_x}{b-\cos k_x}=b+\cos k_x-\frac{b^2-1}{b-\cos k_x}.$$

For the last term set $q=b-\sqrt{b^2-1}$. Then $1/q=b+\sqrt{b^2-1}$ and $1-2q\cos k+q^2=2q(b-\cos k)$. Summing a geometric series in $qe^{ik}$ gives

$$1+2\sum_{m\ge1}q^m\cos mk=\frac{1-q^2}{1-2q\cos k+q^2}.$$

The left side averages to 1, so $\langle1/(b-\cos k)\rangle=2q/(1-q^2)=2/(1/q-q)=1/\sqrt{b^2-1}$. Therefore

$$\boxed{\,s=\big\langle\, b-\sqrt{b^2-1}\,\big\rangle_{k_y,k_z},\qquad f=\frac{1-s}{1+s}\,}$$

The visit numbers themselves follow from $1/(1-\lambda)=\int_0^\infty e^{-\tau(1-\lambda)}d\tau$. The three angles then separate, and each average is a modified Bessel function:

$$G(n_x,n_y,n_z)=\int_0^\infty e^{-\tau}I_{n_x}(\tau/3)\,I_{n_y}(\tau/3)\,I_{n_z}(\tau/3)\,d\tau .$$

Numerical integration gives $G(0)=1.516386$ and $G(2,0,0)=0.257336$, so

$$s=\frac{1.516386-0.257336}{6}=0.209842,\qquad f=\frac{0.790158}{1.209842}=0.6531 .$$

The double average for $s$ agrees with this to within $10^{-6}$.

*Reading the numbers.* The return probability is $R=0.3405$, composed of $P_-=0.2234$, $P_+=0.0136$ and four sideways channels of $0.0259$ each. Stepping the absorbed walk explicitly gives the same channels: 0.22342, 0.01358 and 0.02588. An encounter contains on average $G(0)=1.516$ jumps, yet its mean square displacement is $fG(0)d^2=0.990\,d^2$, slightly less than that of a single jump. The extra jumps yield no net gain in spreading.

A separate calculation follows the tracer's displacement directly, with one vacancy in a periodic box of $15^3$ sites. It gives $f=0.65338$, higher by $0.00028$, which is $0.93$ times the vacant fraction $1/15^3$ of that box.

*Hops confined to a plane.* Without normal hops, $2\cos k_z$ disappears from the sum over hops and $b=2-\cos k_y$. With $b-1=2\sin^2(k_y/2)$, $b+1=4-2\cos^2(k_y/2)$ and $v=\cos(k_y/2)$,

$$\langle\sqrt{b^2-1}\rangle=\frac1\pi\int_0^\pi2\sin\frac{k_y}2\sqrt{2-\cos^2\frac{k_y}2}\;dk_y=\frac4\pi\int_0^1\sqrt{2-v^2}\,dv=\frac4\pi\Big(\frac12+\frac\pi4\Big)=1+\frac2\pi .$$

Since $\langle b\rangle=2$, this gives $s=1-2/\pi$ and $f=1/(\pi-1)$, which is below one half. A planar walk returns with certainty and $G(0)$ diverges, but the difference that defines $s$ stays finite. The vacancy comes back more often, and the reversal is stronger.

**Answer to (d)**

Let $w\le1$. Each attempt of the vacancy to enter the tracer's site now succeeds with probability $w$; otherwise the vacancy stays where it is. Let $T$ be the mean signed component of the next actual jump along the previous one, starting with the vacancy behind the tracer. By reflection, a start in front gives $-T$, and a start at the side gives zero. Sorting by the first attempt,

$$T=P_+[\,w-(1-w)T\,]+P_-[\,-w+(1-w)T\,]=wt-(1-w)\,tT ,$$

so $T=wt/[1+(1-w)t]$. Replacing $t$ by $T$ in the result of (a) and then setting $t=-s$,

$$f_w=\frac{1+T}{1-T}=\frac{1+t}{1+t-2wt}=\frac{1-s}{1-s+2ws}=\frac1{1+w(1-f)/f},$$

where the last step uses $(1-f)/f=2s/(1-s)$. For $w\to0$, $f_w\to1$: after one tracer jump the vacancy almost always wanders off for good before it succeeds again, so successive tracer jumps are caused by different vacancies.

If hop rates scale as the inverse square root of the mass and no other ion moves in the hop, oxygen-18 has $w=\sqrt{16/18}=0.943$. Then $f_w=0.666$. The diffusivity relative to an equal-mass tracer is $wf_w/f=0.962$, so a rate lower by 5.7% lowers the diffusivity by 3.8%.

**Answer to (e)**

Take an undoped cubic film before its metal gate is deposited. Rough typical values are $a=0.508$ nm, a hop barrier of 0.7 eV (typical of a doubly charged vacancy; neutral vacancies have much higher barriers) and an attempt frequency of $10^{13}$ s$^{-1}$. The vacant fraction is set to $c=10^{-5}$; it depends strongly on processing, and $D^*$ is proportional to it. With $d=0.254$ nm and $k_BT=0.0580$ eV,

$$\Gamma=10^{13}\,e^{-0.7/0.0580}\ \text{s}^{-1}=5.7\times10^{7}\ \text{s}^{-1},$$
$$D_v=\Gamma d^2=3.7\times10^{-8}\ \text{cm}^2/\text{s},\qquad D^*=0.653\times10^{-5}D_v=2.4\times10^{-13}\ \text{cm}^2/\text{s}.$$

The root-mean-square spread along one in-plane axis is $\sqrt{2D^*t_a}$ with $t_a=10$ s, or about 22 nm. Setting $f=1$ would give 27 nm.

*Field and unequal barriers.* Let normal hops have rates $\rho\Gamma e^{\pm u}$, where $u=qEd/2k_BT$ for vacancy charge $q=+2e$, normal field $E$ and a barrier midway between sites. Mirror symmetry in $x$ keeps the argument of (b) valid for in-plane jumps. Paths with no net normal displacement contain equal numbers of up and down hops, so the factors $e^{\pm u}$ cancel along them. The field survives in the total hop rate, $\Gamma(4+2\rho\cosh u)$, and

$$b=2-\cos k_y+\rho\,(\cosh u-\cos k_z).$$

This $b$ holds for an unbounded crystal, that is, far from the film faces. Since $b-\sqrt{b^2-1}$ falls as $b$ grows, a field raises the in-plane $f$ there. A residual field of 0.02 MV/cm leaves it at 0.6531. At 1 MV/cm it becomes 0.671, but the vacancy's energy then changes by $17\,k_BT$ across the film. Vacancies would gather at one face, and a uniform $c$ would be the worse assumption. In a film of 19 layers with reflecting faces, 0.671 then applies only to the middle. About 58% of the vacancies sit in the outermost layer of the gathering face, where the field pushes them back towards the plane and $f$ is 0.536. Weighted by where the jumps occur, $f$ is 0.588, against 0.645 without a field, so in the film as a whole a strong field lowers $f$. At the residual field that change is $0.34\,k_BT$.

*Other effects.* At $c=10^{-5}$ the shift of $f$ with concentration is of order $c$ and therefore negligible. The periodic-box slope is only a rough guide to its size, because it describes one vacancy with its periodic images rather than many independent vacancies. With relative permittivity 25 (rough), the unscreened repulsion of two vacancies in bulk hafnia at their mean spacing of 12 nm is $0.34\,k_BT$, and the field of one at the other is 0.008 MV/cm. These bulk values do not carry over to the film, which is thinner than that spacing. The in-plane spacing there is about 18 nm. Surroundings of low permittivity confine the field lines and can raise the repulsion above $k_BT$, while a conducting substrate screens it. If their charge is uncompensated, the vacancies themselves change the normal field by about 0.04 MV/cm across the film, more than the residual field assumed above. That vacancies do not interact is therefore an assumption here, and the effect of their repulsion on $f$ is not calculated. Reflecting film faces leave $f=0.6530$ in the middle of 19 layers but lower it to 0.587 in a surface layer, where the vacancy has fewer ways to leave. The average over all 19 layers is 0.645, which leaves the spread at about 22 nm. The leading tunnelling correction raises $\Gamma$ by about 2%, if the attempt frequency is also used for the barrier top.

*Real gate films.* Undoped cubic hafnia is not the stable phase at 673 K, and real hafnia films may be amorphous, monoclinic or doped. Their oxygen hops are then not all equivalent. As a measure, an extra 0.05 eV for normal hops, with in-plane hops unchanged, gives $\rho=0.42$ and lowers the in-plane $f$ to 0.587, about 10% below the cubic value. The same 0.05 eV error in the common barrier would leave $f$ unchanged but alter $D^*$ by a factor $1/0.42\approx2.4$. Dopants can trap vacancies, and grain boundaries can offer faster paths; neither is covered by this $f$. The value 0.653 therefore belongs to the ideal cubic lattice with free, dilute vacancies, while the 22 nm spread is an order-of-magnitude estimate governed by the barrier and $c$. The bulk values and the zero-field values for the middle and surface layers are in the numerical output below.

## Values computed for the example and the checks

```
G(0,0,0): 1.516386
G(1,0,0): 0.516386
G(1,1,0): 0.331149
G(2,0,0): 0.257336
return probability R: 0.340537
next jump backward, P-: 0.223423
next jump forward, P+: 0.013581
next jump, each sideways channel: 0.025883
explicit walk P-, P+, side: 0.22342 0.01358 0.02588
s = P- minus P+: 0.209842
correlation factor f: 0.653109
f G(0), displacement^2 per encounter: 0.99037 d^2
same from jump chain: 0.99036 d^2
f from tracer motion, box 15^3: 0.653384
lattice parameter (rough): 0.508 nm
oxygen site spacing d: 0.254 nm
barrier (rough): 0.7 eV
attempt frequency (rough): 1e+13 1/s
temperature: 673.0 K
kT: 0.05799 eV
vacant site fraction c: 1e-05
anneal time: 10.0 s
film thickness: 5.0 nm
relative permittivity (rough): 25.0
hop rate per direction: 5.728e+07 1/s
vacancy diffusivity: 3.696e-08 cm2/s
c times vacancy diffusivity: 3.696e-13 cm2/s
tracer diffusivity: 2.414e-13 cm2/s
rms spread along one axis: 21.97 nm
same without correlation: 27.19 nm
finite-c slope of f, periodic box: 0.930
finite-c shift of f: 9.3e-06
mean vacancy spacing: 11.79 nm
repulsion at that spacing / kT: 0.337
field of a vacancy there: 0.0083 MV/cm
low normal field: 0.02 MV/cm
  bias u, low field: 0.0088
  energy drop over film / kT, low field: 0.34
  in-plane f, low field: 0.653118
high normal field: 1.0 MV/cm
  bias u, high field: 0.4380
  energy drop over film / kT, high field: 17.24
  in-plane f, high field: 0.670721
extra barrier for normal hops: 0.05 eV
normal/in-plane rate ratio: 0.4223
in-plane f with that ratio: 0.58709
oxygen layers in film model: 19
in-plane f, middle layer of film: 0.653033
in-plane f, surface layer: 0.58733
oxygen-18 relative exchange rate: 0.9428
f for oxygen-18 tracer: 0.66633
oxygen-18 D / equal-mass D: 0.9619
tunnelling correction to hop rate: 2.12 %
```
